**Janak's theorem and the half-occupied defect eigenvalue**

The program examines the relation $E(1)-E(0)=\int_0^1\epsilon(f)\,df$, which reduces to $\epsilon(1/2)$ when the curvature $d\epsilon/df$ is constant. Here $E(f)$ is the self-consistent energy, $f$ the occupation of the frontier spin orbital and $\epsilon(f)$ its eigenvalue; the example is SiH$_3$ between its positive and neutral states. The program asserts that the slope of the total energy at half occupation agrees with the eigenvalue for PBE and PBE0, and that the integrated PBE eigenvalue agrees with the total-energy difference. It also asserts that freezing the orbitals keeps the slope and raises the curvature, and that a linear-coupling model obeys the relaxed midpoint rule. For PBE the total-energy difference is $-8.924$ eV and the half-occupied eigenvalue is $-8.972$ eV, while the eigenvalues at the two ends are wrong by more than 3 eV. PBE0 has a smaller curvature but nearly the same midpoint error. Further output sizes the effects of flattening, basis, functional, periodic images and dielectric polarization.

## Numerical check

```python
"""
Result under test: for a defect orbital with occupation f, Janak's theorem
dE/df = eps(f) gives E(1)-E(0) = integral of eps(f) from 0 to 1.
This equals eps(1/2) if the curvature d eps/df is constant; otherwise the
leading error is eps''(1/2)/24.
E   : self-consistent Kohn-Sham total energy at fixed nuclei (eV)
eps : eigenvalue of the frontier spin-up orbital (eV, vacuum zero)
f=0 : positively charged centre;  f=1 : neutral centre
Test case: SiH3, the smallest molecule with a silicon dangling bond.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import erfc
from pyscf import dft, gto, lib

lib.num_threads(1)
HARTREE_EV = const.value("Hartree energy in eV")
COULOMB_EV_NM = const.e / (4 * math.pi * const.epsilon_0) * 1e9
BOND_ANGSTROM = 1.49
TILT_DEGREES = 18.0      # angle of each Si-H bond below the plane through Si
N_FULL = 8               # fully occupied orbitals in each spin channel


def make_solver(tilt_degrees, functional, basis):
    tilt = math.radians(tilt_degrees)
    atoms = [("Si", (0.0, 0.0, 0.0))]
    for k in range(3):
        angle = 2 * math.pi * k / 3
        atoms.append(("H", (BOND_ANGSTROM * math.cos(tilt) * math.cos(angle),
                            BOND_ANGSTROM * math.cos(tilt) * math.sin(angle),
                            -BOND_ANGSTROM * math.sin(tilt))))
    mol = gto.M(atom=atoms, basis=basis, charge=0, spin=1, verbose=0)
    solver = dft.UKS(mol)
    solver.xc = functional
    solver.grids.level = 2
    solver.small_rho_cutoff = 0
    solver.conv_tol = 1e-10
    solver.max_cycle = 100
    return solver


def run(solver, f, guess=None):
    """Self-consistent energy, frontier eigenvalue and density matrix."""
    occupation = np.zeros((2, solver.mol.nao_nr()))
    occupation[:, :N_FULL] = 1.0
    occupation[0, N_FULL] = f
    solver.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
    energy = solver.kernel(dm0=guess)
    assert solver.converged, "self-consistency not reached"
    eigenvalue = solver.mo_energy[0][N_FULL]
    density = np.array(solver.make_rdm1())
    return energy * HARTREE_EV, eigenvalue * HARTREE_EV, density


# Fractional occupations with PBE at the pyramidal geometry
pbe = make_solver(TILT_DEGREES, "pbe,pbe", "def2-svp")
nodes, weights = np.polynomial.legendre.leggauss(5)
nodes, weights = (nodes + 1) / 2, weights / 2
nodes[2] = 0.5
step = 0.02
E, eps = {}, {}
density = None
for f in sorted(set([0.0, 0.5 - step, 0.5 + step, 1.0] + list(nodes)),
                reverse=True):
    E[f], eps[f], density = run(pbe, f, density)
    if f == 0.5:
        half_density = density.copy()
        half_orbital = np.array(pbe.mo_coeff[0][:, N_FULL])
low, high = 0.5 - step, 0.5 + step
delta_E = E[1.0] - E[0.0]
slope = (E[high] - E[low]) / (2 * step)
curvature = (eps[high] - eps[low]) / (2 * step)
assert abs(slope - eps[0.5]) < 1e-3      # difference error of order step**2

# Integral of the eigenvalue against the difference of total energies
eps_nodes = np.array([eps[f] for f in nodes])
integral = float(weights @ eps_nodes)
assert abs(integral - delta_E) < 0.01    # five-point quadrature error
series = np.polynomial.polynomial.polyfit(nodes - 0.5, eps_nodes, 4)
second_order_term = series[2] / 12       # eps''/24
fourth_order_term = series[4] / 80       # eps''''/1920
mid_error = eps[0.5] - delta_E
end_average = (eps[0.0] + eps[1.0]) / 2
assert abs(mid_error) < 0.1 * min(abs(eps[0.0] - delta_E),
                                  abs(eps[1.0] - delta_E))


# Orbitals frozen at half occupation: same slope, larger curvature
def frozen_energy(change):
    trial = half_density.copy()
    trial[0] += change * np.outer(half_orbital, half_orbital)
    potential = pbe.get_veff(pbe.mol, trial)
    return HARTREE_EV * pbe.energy_tot(trial, pbe.get_hcore(), potential)


frozen = [frozen_energy(change) for change in (-step, 0.0, step)]
frozen_slope = (frozen[2] - frozen[0]) / (2 * step)
frozen_curvature = (frozen[2] - 2 * frozen[1] + frozen[0]) / step**2
assert abs(frozen_slope - eps[0.5]) < 2e-3
assert frozen_curvature > curvature

# Hybrid functional, generalized Kohn-Sham eigenvalues
pbe0 = make_solver(TILT_DEGREES, "pbe0", "def2-svp")
E_hyb, eps_hyb = {}, {}
guess = half_density
for f in (1.0, high, 0.5, low, 0.0):
    E_hyb[f], eps_hyb[f], guess = run(pbe0, f, guess)
delta_hyb = E_hyb[1.0] - E_hyb[0.0]
slope_hyb = (E_hyb[high] - E_hyb[low]) / (2 * step)
curvature_hyb = (eps_hyb[high] - eps_hyb[low]) / (2 * step)
assert abs(slope_hyb - eps_hyb[0.5]) < 1e-3
assert curvature_hyb < curvature

# Flattened geometry with the same bond length
flat = make_solver(0.0, "pbe,pbe", "def2-svp")
E_flat, eps_flat = {}, {}
guess = half_density
for f in (1.0, 0.5, 0.0):
    E_flat[f], eps_flat[f], guess = run(flat, f, guess)
relax_plus = E[0.0] - E_flat[0.0]
relax_neutral = E_flat[1.0] - E[1.0]
adiabatic = E[1.0] - E_flat[0.0]
mean_half = (eps[0.5] + eps_flat[0.5]) / 2
assert relax_plus > 0

# Larger basis
large = make_solver(TILT_DEGREES, "pbe,pbe", "def2-tzvp")
E_large_1, _, guess = run(large, 1.0)
E_large_0, _, guess = run(large, 0.0, guess)
delta_large = E_large_1 - E_large_0

# Linear-coupling surface, stiffness 1, minimized numerically
coupling = math.sqrt(2 * relax_plus)
eps_start = eps[0.5] + 2 * relax_plus - curvature / 2


def surface(q, f):
    return (eps_start * f + curvature * f**2 / 2
            - coupling * f * q + q**2 / 2)


minima = {f: minimize_scalar(surface, args=(f,)) for f in (0.0, 0.5, 1.0)}
model_difference = minima[1.0].fun - minima[0.0].fun
model_half = eps_start + curvature / 2 - coupling * minima[0.5].x
assert abs(model_difference - model_half) < 1e-5
relaxed_curvature = 4 * (minima[1.0].fun - 2 * minima[0.5].fun
                         + minima[0.0].fun)
assert abs(relaxed_curvature - (curvature - coupling**2)) < 1e-5


# Point charge in a cubic cell with neutralizing background
def lattice_constant_sum(split):
    total = -math.pi / split**2 - 2 * split / math.sqrt(math.pi)
    for m in itertools.product(range(-4, 5), repeat=3):
        m2 = m[0]**2 + m[1]**2 + m[2]**2
        if m2:
            total += erfc(split * math.sqrt(m2)) / math.sqrt(m2)
            total += math.exp(-math.pi**2 * m2 / split**2) / (math.pi * m2)
    return -total


madelung = lattice_constant_sum(2.0)
assert abs(madelung - lattice_constant_sum(1.7)) < 1e-8
permittivity = 7.0       # rough static value for silicon nitride
cell_nm = 1.5
cavity_nm = 0.25
temperature = 300.0
image = madelung * COULOMB_EV_NM / (2 * permittivity * cell_nm)
born = COULOMB_EV_NM * (1 - 1 / permittivity) / (2 * cavity_nm)
thermal = const.k * temperature / const.e
rate_factor = math.exp(abs(mid_error) / thermal)


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Si-H bond length", BOND_ANGSTROM / 10, "nm", 3)
show("tilt of bonds from plane", TILT_DEGREES, "degrees", 1)
show("PBE total energy, f=0", E[0.0])
show("PBE total energy, f=1", E[1.0])
show("PBE E(1)-E(0)", delta_E)
for f in sorted(eps):
    show(f"PBE eigenvalue at f={f:.4f}", eps[f])
show("PBE slope of E at f=1/2, step 0.02", slope)
show("PBE integral of eigenvalue over f", integral)
show("PBE curvature at f=1/2", curvature)
show("PBE eigenvalue rise from f=0 to f=1", eps[1.0] - eps[0.0])
show("error of eigenvalue at f=0", eps[0.0] - delta_E)
show("error of eigenvalue at f=1", eps[1.0] - delta_E)
show("error of average of end eigenvalues", end_average - delta_E)
show("error of eigenvalue at f=1/2", mid_error)
show("series term eps''/24", second_order_term)
show("series term eps''''/1920", fourth_order_term)
show("frozen-orbital slope at f=1/2", frozen_slope)
show("frozen-orbital curvature at f=1/2", frozen_curvature)
show("PBE0 E(1)-E(0)", delta_hyb)
show("PBE0 eigenvalue at f=1/2", eps_hyb[0.5])
show("PBE0 slope of E at f=1/2", slope_hyb)
show("PBE0 error of eigenvalue at f=1/2", eps_hyb[0.5] - delta_hyb)
show("PBE0 curvature at f=1/2", curvature_hyb)
show("flat geometry: E(1)-E(0)", E_flat[1.0] - E_flat[0.0])
show("flat geometry: eigenvalue at f=1/2", eps_flat[0.5])
show("energy gained by + on flattening", relax_plus)
show("energy cost for neutral on flattening", relax_neutral)
show("E(neutral, pyramid)-E(+, flat)", adiabatic)
show("mean of half-occupation eigenvalues", mean_half)
show("model: relaxed energy difference", model_difference)
show("model: half-occupation relaxed eigenvalue", model_half)
show("model: relaxed curvature", relaxed_curvature)
show("def2-TZVP PBE E(1)-E(0)", delta_large)
show("basis change of E(1)-E(0)", delta_large - delta_E)
show("functional change PBE0 minus PBE", delta_hyb - delta_E)
show("relative permittivity (rough)", permittivity, "(no unit)", 1)
show("cubic cell edge", cell_nm, "nm", 2)
show("cavity radius", cavity_nm, "nm", 2)
show("cubic lattice constant sum", madelung, "(no unit)", 6)
show("image energy C for unit charge", image)
show("Born polarization energy for unit charge", born)
show("PBE curvature less twice Born energy", curvature - 2 * born)
show("temperature", temperature, "K", 0)
show("thermal energy", thermal)
show("rate factor from midpoint error", rate_factor, "(no unit)", 2)
print("finished without a failed check")
```

It prints:

```
Si-H bond length: 0.149 nm
tilt of bonds from plane: 18.0 degrees
PBE total energy, f=0: -7908.8525 eV
PBE total energy, f=1: -7917.7766 eV
PBE E(1)-E(0): -8.9241 eV
PBE eigenvalue at f=0.0000: -12.3205 eV
PBE eigenvalue at f=0.0469: -12.0493 eV
PBE eigenvalue at f=0.2308: -10.8702 eV
PBE eigenvalue at f=0.4800: -9.1162 eV
PBE eigenvalue at f=0.5000: -8.9716 eV
PBE eigenvalue at f=0.5200: -8.8267 eV
PBE eigenvalue at f=0.7692: -6.9999 eV
PBE eigenvalue at f=0.9531: -5.6403 eV
PBE eigenvalue at f=1.0000: -5.2930 eV
PBE slope of E at f=1/2, step 0.02: -8.9715 eV
PBE integral of eigenvalue over f: -8.9241 eV
PBE curvature at f=1/2: 7.2383 eV
PBE eigenvalue rise from f=0 to f=1: 7.0275 eV
error of eigenvalue at f=0: -3.3964 eV
error of eigenvalue at f=1: 3.6311 eV
error of average of end eigenvalues: 0.1173 eV
error of eigenvalue at f=1/2: -0.0475 eV
series term eps''/24: 0.0369 eV
series term eps''''/1920: 0.0106 eV
frozen-orbital slope at f=1/2: -8.9715 eV
frozen-orbital curvature at f=1/2: 8.6464 eV
PBE0 E(1)-E(0): -8.9889 eV
PBE0 eigenvalue at f=1/2: -9.0375 eV
PBE0 slope of E at f=1/2: -9.0374 eV
PBE0 error of eigenvalue at f=1/2: -0.0486 eV
PBE0 curvature at f=1/2: 5.0906 eV
flat geometry: E(1)-E(0): -8.0209 eV
flat geometry: eigenvalue at f=1/2: -8.0620 eV
energy gained by + on flattening: 0.7287 eV
energy cost for neutral on flattening: 0.1745 eV
E(neutral, pyramid)-E(+, flat): -8.1953 eV
mean of half-occupation eigenvalues: -8.5168 eV
model: relaxed energy difference: -8.2429 eV
model: half-occupation relaxed eigenvalue: -8.2429 eV
model: relaxed curvature: 5.7808 eV
def2-TZVP PBE E(1)-E(0): -8.9220 eV
basis change of E(1)-E(0): 0.0021 eV
functional change PBE0 minus PBE: -0.0648 eV
relative permittivity (rough): 7.0 (no unit)
cubic cell edge: 1.50 nm
cavity radius: 0.25 nm
cubic lattice constant sum: 2.837297 (no unit)
image energy C for unit charge: 0.1946 eV
Born polarization energy for unit charge: 2.4685 eV
PBE curvature less twice Born energy: 2.3013 eV
temperature: 300 K
thermal energy: 0.0259 eV
rate factor from midpoint error: 6.29 (no unit)
finished without a failed check
```
